# Narrow, low-energy domain walls can be strongly pinned by the lattice: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Peierls barrier of a ferroelectric domain wall on a lattice.

Energy per cross-section cell, with u_n = P_n / P_s:
    E = sum_n [ V (1-u_n^2)^2 + (K/2) (u_{n+1}-u_n)^2 ]
V: double-well barrier of one cell, K: coupling between cells,
w = sqrt(K/(2V)): half-width of the continuum wall tanh(x/w), in lattice spacings.
Result under test: at fixed V a narrower wall has a LOWER energy but a HIGHER
barrier B = E(site-centred) - E(bond-centred). B tends to V for w -> 0 and
falls as w^4 exp(-pi^2 w) for wide walls. A special lattice energy with the
same continuum limit has no barrier, so width alone does not decide mobility.
Inside the functions energies are in units of V, so K = 2 w^2.
"""
import numpy as np
import mpmath as mp
from scipy.constants import e as charge
from scipy.optimize import brentq

mp.mp.dps = 60


def half_wall(w, site_centred):
    """Relax an antisymmetric wall; return total energy and its positive half."""
    w = mp.mpf(w)
    K = 2 * w**2
    count = int(40 + 30 * w)
    offset = mp.mpf(1) if site_centred else mp.mpf(1) / 2
    u = [mp.tanh((j + offset) / w) for j in range(count)]
    converged = False
    for _ in range(60):
        inner = mp.mpf(0) if site_centred else -u[0]
        padded = [inner] + u + [mp.mpf(1)]
        force = [4 * u[j] * (1 - u[j]**2)
                 - K * (2 * u[j] - padded[j] - padded[j + 2]) for j in range(count)]
        diag = [12 * x**2 - 4 + 2 * K for x in u]
        if not site_centred:
            diag[0] += K
        for j in range(1, count):          # tridiagonal elimination
            ratio = -K / diag[j - 1]
            diag[j] += ratio * K
            force[j] -= ratio * force[j - 1]
        step = [mp.mpf(0)] * count
        step[-1] = force[-1] / diag[-1]
        for j in range(count - 2, -1, -1):
            step[j] = (force[j] + K * step[j + 1]) / diag[j]
        u = [x + d for x, d in zip(u, step)]
        if max(abs(d) for d in step) < mp.mpf(10)**(-45):
            converged = True
            break
    assert converged and min(u) > 0
    chain = u + [mp.mpf(1)]
    half = sum((1 - x**2)**2 for x in u)
    half += K / 2 * sum((chain[j + 1] - chain[j])**2 for j in range(count))
    centre = 1 + K * u[0]**2 if site_centred else 2 * K * u[0]**2
    return 2 * half + centre, np.array([float(x) for x in u])


def wall_and_barrier(w):
    bond = half_wall(w, False)[0]
    return bond, half_wall(w, True)[0] - bond


def gradient(u, K):
    g = -4 * u * (1 - u**2)
    d = np.diff(u)
    g[:-1] -= K * d
    g[1:] += K * d
    return g


def hessian(u, K):
    n = len(u)
    neighbours = np.full(n, 2.0)
    neighbours[[0, -1]] = 1.0
    return (np.diag(12 * u**2 - 4 + K * neighbours)
            - K * (np.eye(n, k=1) + np.eye(n, k=-1)))


def chain_energy(u, K):
    return np.sum((1 - u**2)**2) + K / 2 * np.sum(np.diff(u)**2)


def flow(u, K, field, duration):
    """Overdamped motion du/dt = -dE/du + field."""
    u = u.copy()
    dt = 0.05
    for _ in range(int(round(duration / dt))):
        u -= dt * (gradient(u, K) - field)
    return u


def bond_chain(w):
    half = half_wall(w, False)[1][:30]
    return np.concatenate([-half[::-1], half])


def peierls_field(w):
    """Largest field on the static branch as the next cell is turned to u=0."""
    K = 2 * w**2
    u = bond_chain(w)
    m = len(u) // 2 - 1
    field, largest = 0.0, 0.0
    for value in np.linspace(u[m], 0.0, 401):
        u[m] = value
        for _ in range(30):
            residual = gradient(u, K) - field
            jac = hessian(u, K)
            jac[:, m] = -1.0
            step = np.linalg.solve(jac, -residual)
            field += step[m]
            step[m] = 0.0
            u += step
            if np.max(np.abs(step)) < 1e-12:
                break
        assert np.max(np.abs(gradient(u, K) - field)) < 1e-11
        largest = max(largest, field)
    assert abs(field) < 1e-9               # the site-centred wall needs no field
    return largest


def rigid_barrier(w):
    pi = mp.pi
    w = mp.mpf(w)
    return (8 * pi**2 * w**2 * ((2 * pi**2 / 3 - 2) * w**2 + mp.mpf(2) / 3)
            / mp.sinh(pi**2 * w))


# Narrow limit: expansion in the coupling against the relaxed lattice wall
w_small = 0.1
K_small = 2 * w_small**2
wall, barrier = wall_and_barrier(w_small)
assert abs(wall - (4 * w_small**2 - 2 * w_small**4)) < 2 * K_small**3
assert abs(barrier - (1 - 2 * w_small**2 + 1.5 * w_small**4)) < 2 * K_small**3

# Rigid tanh wall: explicit lattice sums against the Poisson formula
sites = np.arange(-80, 81)
for w in (1.5, 2.0):
    e_site = chain_energy(np.tanh(sites / w), 2 * w**2)
    e_bond = chain_energy(np.tanh((sites - 0.5) / w), 2 * w**2)
    assert abs((e_site - e_bond) / float(rigid_barrier(w)) - 1) < 1e-6
    mean = 4 * w**2 / np.tanh(1 / w) + 4 * w / 3 - 4 * w**3
    assert abs((e_site + e_bond) / 2 - mean) < 1e-6

# Wide limit of the relaxed wall: energy, power and exponent
wall6, barrier6 = wall_and_barrier(6)
wall8, barrier8 = wall_and_barrier(8)
assert abs(float(wall8) / (8 * 8 / 3) - 1) < 1e-3
decay_rate = float(mp.log((barrier6 / 6**4) / (barrier8 / 8**4)) / 2)
assert abs(decay_rate / np.pi**2 - 1) < 0.01

# The site-centred wall is the pass between two neighbouring stable walls
for w in (0.4, 1.0):
    K = 2 * w**2
    half = half_wall(w, True)[1][:30]
    saddle = np.concatenate([-half[::-1], [0.0], half])
    assert np.sum(np.linalg.eigvalsh(hessian(saddle, K)) < 0) == 1
    positive = []
    for push in (-1e-3, 1e-3):
        u = saddle.copy()
        u[30] = push
        energies = [chain_energy(saddle, K), chain_energy(u, K)]
        for _ in range(40):
            u = flow(u, K, 0.0, 5.0)
            energies.append(chain_energy(u, K))
        assert np.all(np.diff(energies) < 1e-12)
        assert abs(energies[-1] - float(half_wall(w, False)[0])) < 1e-9
        positive.append(int(np.sum(u > 0)))
    assert positive[1] - positive[0] == 1

# Peierls field: pinned just below, moving just above
fields = {w: peierls_field(w) for w in (0.4, 1.0, 2.0)}
for w in (0.4, 1.0):
    start = bond_chain(w)
    below = flow(start, 2 * w**2, 0.95 * fields[w], 400)
    above = flow(start, 2 * w**2, 1.05 * fields[w], 400)
    assert np.sum(below > 0) == np.sum(start > 0)
    assert np.sum(above > 0) >= np.sum(start > 0) + 3
assert abs(fields[2.0] / (np.pi / 2 * float(wall_and_barrier(2)[1])) - 1) < 0.01
uniform_field = 8 / (3 * np.sqrt(3))
u_grid = np.linspace(0, 1, 100001)
assert abs(np.max(4 * u_grid * (1 - u_grid**2)) - uniform_field) < 1e-8
assert all(f < uniform_field for f in fields.values())


# Barrier-free lattice energy with the same uniform double well
def next_cell(u, w):
    b = u + 3 * w
    return (-b + np.sqrt(b**2 - 4 * (u**2 - 3 * w * u - 3))) / 2


def sliding_energy(u_start, w):
    right, left = [u_start], [u_start]
    for _ in range(40):
        right.append(next_cell(right[-1], w))
        left.append(-next_cell(-left[-1], w))
    u = np.array(left[:0:-1] + right)
    assert abs(u[0] + 1) < 1e-10 and abs(u[-1] - 1) < 1e-10
    F = 1 - (u[1:]**2 + u[1:] * u[:-1] + u[:-1]**2) / 3
    return np.sum(F**2 + w**2 * np.diff(u)**2)


sliding = np.array([sliding_energy(s, 1.0)
                    for s in np.linspace(0, next_cell(0.0, 1.0), 21)])
assert np.max(np.abs(sliding - 8 / 3)) < 1e-11

# Scan at fixed V: energy rises and barrier falls with width
widths = (0.2, 0.4, 0.6, 0.8, 1.0, 1.5, 2.0, 3.0)
scan = [tuple(float(x) for x in wall_and_barrier(w)) for w in widths]
assert np.all(np.diff([s[0] for s in scan]) > 0)
assert np.all(np.diff([s[1] for s in scan]) < 0)
equal_width = brentq(lambda w: float(wall_and_barrier(w)[1] - wall_and_barrier(w)[0]),
                     0.3, 0.6, xtol=1e-8)

# Worked example
V_meV, a_nm, P_s = 50.0, 0.5, 0.5
area = (a_nm * 1e-9)**2
to_mJ_m2 = 1e-3 * charge / area * 1e3
to_MV_cm = 1e-3 * charge / (P_s * (a_nm * 1e-9)**3) / 1e8
print(f"inputs: V = {V_meV:.0f} meV, a = {a_nm} nm, P_s = {P_s} C/m^2")
print(f"1 meV per cross-section cell = {to_mJ_m2:.4f} mJ/m^2")
print(f"f = 1 meV corresponds to a field of {to_MV_cm:.5f} MV/cm")
for K_meV in (16.0, 100.0, 400.0):
    w = round(float(np.sqrt(K_meV / (2 * V_meV))), 12)
    wall, barrier = (float(x) for x in wall_and_barrier(w))
    f_c = fields[w] * V_meV
    print(f"K = {K_meV:.0f} meV: half-width w = {w:.2f} a = {w * a_nm:.2f} nm")
    print(f"  continuum wall energy = {8 / 3 * w * V_meV:.2f} meV per cell")
    print(f"  lattice wall energy = {wall * V_meV:.2f} meV per cell"
          f" = {wall * V_meV * to_mJ_m2:.2f} mJ/m^2")
    print(f"  Peierls barrier = {barrier * V_meV:.4g} meV per cell"
          f" = {barrier * V_meV * to_mJ_m2:.4g} mJ/m^2")
    print(f"  barrier / wall energy = {barrier / wall:.3g}")
    print(f"  Peierls field: f_c = {f_c:.4g} meV = {f_c * to_MV_cm:.4g} MV/cm")
    print(f"  f_c / (pi B/2) = {fields[w] / (np.pi * barrier / 2):.4f}")
print(f"uniform-domain switching: f = {uniform_field * V_meV:.2f} meV"
      f" = {uniform_field * V_meV * to_MV_cm:.3f} MV/cm")
print("scan: w (in a), wall energy / V, barrier / V")
for w, (wall, barrier) in zip(widths, scan):
    print(f"  {w:.1f}  {wall:.4f}  {barrier:.4g}")
print(f"barrier equals wall energy at w = {equal_width:.4f} a")
w = 0.4
series_wall, series_barrier = 4 * w**2 - 2 * w**4, 1 - 2 * w**2 + 1.5 * w**4
print(f"narrow-wall series at w = 0.4: wall energy / V = {series_wall:.4f},"
      f" barrier / V = {series_barrier:.4f}")
for w in (1.0, 2.0, 8.0):
    rigid = rigid_barrier(w)
    relaxed = wall_and_barrier(w)[1]
    print(f"w = {w:.0f} a: rigid barrier / V = {float(rigid):.4g},"
          f" relaxed / rigid = {float(relaxed / rigid):.4f}")
print(f"decay rate from w = 6 to 8, after removing w^4: {decay_rate:.4f} per a")
print(f"pi^2 = {np.pi**2:.4f}")
K_fixed = 100.0
V_deep = K_fixed / (2 * 0.4**2)
deep_wall, deep_barrier = (float(x) * V_deep for x in wall_and_barrier(0.4))
print(f"deep well, K = {K_fixed:.0f} meV, V = {V_deep:.1f} meV, w = 0.4 a:")
print(f"  wall energy = {deep_wall:.2f} meV, barrier = {deep_barrier:.2f} meV per cell")
print("barrier-free lattice, V = 50 meV, w = 1 a, 21 wall positions:")
print(f"  lowest energy = {sliding.min() * V_meV:.8f} meV per cell")
print(f"  highest energy = {sliding.max() * V_meV:.8f} meV per cell")
print("tests ok")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 164, in <module>
    assert np.all(np.diff(energies) < 1e-12)
AssertionError
```

Likely cause: To start the descent from the site-centred wall, the program displaced only the central cell. The energy curvature in that direction is −4V+2K, which vanishes at w = 1 (K = 2V), so the displacement raised the energy by its fourth-order term, about 10⁻¹² V, and the test for steadily falling energy failed. The displacement now follows the unstable eigenvector of the full Hessian, along which the energy does fall. The physics, the tested quantities and all tolerances are unchanged.

Diff:

```diff
@@ -148,14 +148,16 @@
 assert abs(decay_rate / np.pi**2 - 1) < 0.01
 
-# The site-centred wall is the pass between two neighbouring stable walls
+# The site-centred wall is the pass between two neighbouring stable walls;
+# the descent starts along the unstable eigenvector of the Hessian
 for w in (0.4, 1.0):
     K = 2 * w**2
     half = half_wall(w, True)[1][:30]
     saddle = np.concatenate([-half[::-1], [0.0], half])
-    assert np.sum(np.linalg.eigvalsh(hessian(saddle, K)) < 0) == 1
+    curvatures, modes = np.linalg.eigh(hessian(saddle, K))
+    assert np.sum(curvatures < 0) == 1
+    unstable = modes[:, 0] * np.sign(modes[30, 0])
     positive = []
     for push in (-1e-3, 1e-3):
-        u = saddle.copy()
-        u[30] = push
+        u = saddle + push * unstable
         energies = [chain_energy(saddle, K), chain_energy(u, K)]
         for _ in range(40):
```

After the repair:

```
inputs: V = 50 meV, a = 0.5 nm, P_s = 0.5 C/m^2
1 meV per cross-section cell = 0.6409 mJ/m^2
f = 1 meV corresponds to a field of 0.02563 MV/cm
K = 16 meV: half-width w = 0.40 a = 0.20 nm
  continuum wall energy = 53.33 meV per cell
  lattice wall energy = 29.54 meV per cell = 18.93 mJ/m^2
  Peierls barrier = 35.84 meV per cell = 22.97 mJ/m^2
  barrier / wall energy = 1.21
  Peierls field: f_c = 54.87 meV = 1.407 MV/cm
  f_c / (pi B/2) = 0.9746
K = 100 meV: half-width w = 1.00 a = 0.50 nm
  continuum wall energy = 133.33 meV per cell
  lattice wall energy = 125.68 meV per cell = 80.54 mJ/m^2
  Peierls barrier = 4.479 meV per cell = 2.871 mJ/m^2
  barrier / wall energy = 0.0356
  Peierls field: f_c = 7.025 meV = 0.1801 MV/cm
  f_c / (pi B/2) = 0.9984
K = 400 meV: half-width w = 2.00 a = 1.00 nm
  continuum wall energy = 266.67 meV per cell
  lattice wall energy = 264.36 meV per cell = 169.42 mJ/m^2
  Peierls barrier = 0.005456 meV per cell = 0.003497 mJ/m^2
  barrier / wall energy = 2.06e-05
  Peierls field: f_c = 0.00857 meV = 0.0002197 MV/cm
  f_c / (pi B/2) = 1.0000
uniform-domain switching: f = 76.98 meV = 1.973 MV/cm
scan: w (in a), wall energy / V, barrier / V
  0.2  0.1568  0.9224
  0.4  0.5909  0.7168
  0.6  1.2044  0.4562
  0.8  1.8750  0.2289
  1.0  2.5136  0.08959
  1.5  3.9345  0.004108
  2.0  5.2872  0.0001091
  3.0  7.9699  3.469e-08
barrier equals wall energy at w = 0.4311 a
narrow-wall series at w = 0.4: wall energy / V = 0.5888, barrier / V = 0.7184
w = 1 a: rigid barrier / V = 0.04285, relaxed / rigid = 2.0906
w = 2 a: rigid barrier / V = 3.208e-05, relaxed / rigid = 3.4011
w = 8 a: rigid barrier / V = 1.521e-28, relaxed / rigid = 5.7318
decay rate from w = 6 to 8, after removing w^4: 9.8381 per a
pi^2 = 9.8696
deep well, K = 100 meV, V = 312.5 meV, w = 0.4 a:
  wall energy = 184.64 meV, barrier = 224.01 meV per cell
barrier-free lattice, V = 50 meV, w = 1 a, 21 wall positions:
  lowest energy = 133.33333333 meV per cell
  highest energy = 133.33333333 meV per cell
tests ok
```
